# Energy curvature in fractional occupation at frozen orbitals: Fock versus semilocal functionals: verification in Python

```python
"""Curvature of the energy in one fractional occupation f at frozen orbitals.

Result under test: d2E/df2 = J + K_xc, with J the Coulomb self-repulsion of
the orbital density rho = phi^2 and K_xc = <rho| f_xc |rho> (same spin).
Fock exchange contributes -J, so the Hartree-Fock curvature is zero.
Semilocal functionals give a positive value only if J > -K_xc.
System: Hg, 20 valence electrons, spin-down 6s occupation f = 1/2.
Energies are in hartree (Ha); curvatures are Ha per squared occupation,
and occupations are pure numbers, so curvatures are also printed in Ha.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from pyscf import gto, scf, dft, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
CX = 1.5 * (3.0 / (4.0 * np.pi)) ** (1.0 / 3.0)
STEP = 0.05


def second_difference(energy, x, h=STEP):
    """Five-point second derivative of a scalar function."""
    return (-energy(x + 2*h) + 16*energy(x + h) - 30*energy(x)
            + 16*energy(x - h) - energy(x - 2*h)) / (12*h*h)


mol = gto.M(atom="Hg 0 0 0", basis="def2-tzvp", ecp="def2-tzvp", verbose=0)
assert mol.nelectron == 20
nao = mol.nao_nr()
grids = dft.gen_grid.Grids(mol)
grids.atom_grid = {"Hg": (120, 194)}
grids.prune = None
grids.build()
ni = dft.numint.NumInt()
helper = scf.RHF(mol)
hcore = helper.get_hcore()
overlap = helper.get_ovlp()
guess = np.array(helper.get_init_guess())
guess = np.array([guess, guess]) / 2
HOMO = 9


def solve(method, f, dm0):
    """Self-consistent state with spin-down HOMO occupation f."""
    if method == "HF":
        mf = scf.UHF(mol)
    else:
        mf = dft.UKS(mol)
        mf.xc = method
        mf.grids = grids
    occ = np.zeros((2, nao))
    occ[:, :HOMO + 1] = 1.0
    occ[1, HOMO] = f
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 100
    mf.kernel(dm0)
    assert mf.converged
    coeff = np.array(mf.mo_coeff)
    dm = np.array([(coeff[s] * occ[s]) @ coeff[s].T for s in (0, 1)])
    return mf.e_tot, mf.mo_energy[1][HOMO], coeff, dm


def energy(dm, fock_fraction, parts):
    """Total energy of a density matrix; parts = [(weight, functional)]."""
    vj, vk = helper.get_jk(mol, dm, hermi=1)
    total = dm[0] + dm[1]
    value = np.sum(hcore * total) + 0.5 * np.sum((vj[0] + vj[1]) * total)
    value -= 0.5 * fock_fraction * np.sum(vk * dm)
    for weight, code in parts:
        value += weight * float(ni.nr_uks(mol, grids, code, dm)[1])
    return float(value)


def kernel_element(code, dm, orbital_dm):
    """Same-spin diagonal element of the semilocal kernel."""
    change = np.array([np.zeros_like(orbital_dm), orbital_dm])
    v = ni.nr_uks_fxc(mol, grids, code, dm, change, hermi=1)
    return float(np.sum(np.asarray(v).reshape(2, nao, nao)[1] * orbital_dm))


def self_coulomb(orbital_dm):
    vj = helper.get_jk(mol, orbital_dm, hermi=1)[0]
    return float(np.sum(vj * orbital_dm))


# Reference state and identification of its orbitals
e_mid, eps_mid, coeff, dm_ref = solve("PBE,PBE", 0.5, guess)
letters = np.array([label[2][-1] for label in mol.ao_labels(fmt=None)])


def weight_of(letter, c):
    part = np.where(letters == letter, c, 0.0)
    return float(part @ overlap @ part)


assert weight_of("s", coeff[1][:, HOMO]) > 0.999
for k in range(4, 9):
    assert weight_of("d", coeff[1][:, k]) > 0.999
P = {"6s": np.outer(coeff[1][:, HOMO], coeff[1][:, HOMO]),
     "5d": np.outer(coeff[1][:, 4], coeff[1][:, 4])}


def shifted(orbital, delta):
    dm = dm_ref.copy()
    dm[1] += delta * P[orbital]
    return dm


def numerical_curvature(orbital, fock_fraction, parts):
    return second_difference(
        lambda d: energy(shifted(orbital, d), fock_fraction, parts), 0.0)


PBE = [(1.0, "PBE,PBE")]
print("Hg, PBE orbitals, spin-down 6s occupation 0.5")
print(f"basis functions: {nao}; valence electrons: {dm_ref.sum(0).ravel() @ overlap.ravel():.3f}")

# The first derivative is the orbital energy
slope = (energy(shifted("6s", STEP), 0, PBE)
         - energy(shifted("6s", -STEP), 0, PBE)) / (2*STEP)
assert abs(slope - eps_mid) < 5e-4
print(f"6s orbital energy: {eps_mid:.5f} Ha; energy slope: {slope:.5f} Ha")

# Curvature: kernel integrals against differences of total energies
results = {}
for name in ("6s", "5d"):
    J = self_coulomb(P[name])
    kx = kernel_element("PBE,", dm_ref, P[name])
    kc = kernel_element(",PBE", dm_ref, P[name])
    kslater = kernel_element("LDA,", dm_ref, P[name])
    fd_pbe = numerical_curvature(name, 0.0, PBE)
    fd_slater = numerical_curvature(name, 0.0, [(1.0, "LDA,")])
    fd_fock = numerical_curvature(name, 1.0, [])
    a0 = ni.hybrid_coeff("PBE0")
    fd_pbe0 = numerical_curvature(name, a0, [(1.0, "PBE0")])
    c_pbe = J + kx + kc
    c_pbe0 = (1 - a0) * (J + kx) + kc
    assert abs(fd_pbe - c_pbe) < 1e-4
    assert abs(fd_slater - (J + kslater)) < 1e-4
    assert abs(fd_pbe0 - c_pbe0) < 1e-4
    assert abs(fd_fock) < 1e-6
    assert c_pbe > 0 and J + kslater > 0
    results[name] = (J, kx, kc, c_pbe)
    print(f"{name} self-Coulomb J: {J:.5f} Ha")
    print(f"{name} PBE kernel: exchange {kx:.5f}, correlation {kc:.5f} Ha")
    print(f"{name} PBE curvature: kernel {c_pbe:.5f}, differences {fd_pbe:.5f} Ha")
    print(f"{name} PBE curvature: {c_pbe*EV:.3f} eV")
    print(f"{name} local-exchange curvature: {J+kslater:.5f}, differences {fd_slater:.5f} Ha")
    print(f"{name} PBE0 curvature: {c_pbe0:.5f}, differences {fd_pbe0:.5f} Ha")
    print(f"{name} Fock curvature from differences: {abs(fd_fock):.1e} Ha (magnitude)")

# The value is the same for every real 5d orbital of the closed shell
d_values = []
for k in range(4, 9):
    p = np.outer(coeff[1][:, k], coeff[1][:, k])
    d_values.append(self_coulomb(p) + kernel_element("PBE,PBE", dm_ref, p))
assert np.ptp(d_values) < 1e-3

# Explicit local-exchange kernel and its upper bound for 6s
ao = ni.eval_ao(mol, grids.coords)
phi2 = (ao @ coeff[1][:, HOMO]) ** 2
n_down = np.einsum("gi,gi->g", ao @ dm_ref[1], ao)
mask = n_down > 1e-14
k_local = -(4*CX/9) * np.sum(grids.weights[mask] * phi2[mask]**2
                              * n_down[mask]**(-2/3))
bound = (4*CX/9) * 0.5**(-2/3) * np.sum(grids.weights * phi2**(4/3))
J_s, kx_s, kc_s, c_s = results["6s"]
fd_local = numerical_curvature("6s", 0.0, [(1.0, "LDA,")])
assert abs(J_s + k_local - fd_local) < 1e-4
assert abs(k_local) <= bound < J_s
print(f"6s local-exchange kernel: {k_local:.5f} Ha; bound on magnitude: {bound:.5f} Ha")

# Mixed derivative for Fock exchange does not vanish
h = 0.1


def two_shift(x, y):
    dm = dm_ref.copy()
    dm[1] += x*P["6s"] + y*P["5d"]
    return energy(dm, 1.0, [])


mixed = (two_shift(h, h) - two_shift(h, -h)
         - two_shift(-h, h) + two_shift(-h, -h)) / (4*h*h)
vj, vk = helper.get_jk(mol, P["6s"], hermi=1)
J_sd, K_sd = float(np.sum(vj*P["5d"])), float(np.sum(vk*P["5d"]))
assert abs(mixed - (J_sd - K_sd)) < 1e-6 and mixed > 0.01
print(f"6s-5d Coulomb: {J_sd:.5f} Ha; exchange: {K_sd:.5f} Ha")
print(f"6s-5d mixed Fock derivative from differences: {mixed:.5f} Ha")

# Deviation from the straight line between f = 0 and f = 1
e0, eh, e1 = [energy(shifted("6s", f - 0.5), 0, PBE) for f in (0, 0.5, 1)]
deviation = eh - 0.5*(e0 + e1)
nodes, weights = np.polynomial.legendre.leggauss(6)
integral = 0.0
for left in (0.0, 0.5):
    for x, w in zip(nodes, weights):
        f = left + 0.25*(x + 1)
        c = J_s + kernel_element("PBE,PBE", shifted("6s", f - 0.5), P["6s"])
        integral -= 0.5 * 0.25*w * min(f, 1 - f) * c
assert abs(deviation - integral) < 2e-4
f0, fh, f1 = [energy(shifted("6s", f - 0.5), 1, []) for f in (0, 0.5, 1)]
assert abs(fh - 0.5*(f0 + f1)) < 1e-8
print(f"PBE midpoint minus chord: {deviation:.5f} Ha; from curvature: {integral:.5f} Ha")
print(f"constant-curvature estimate -C/8: {-c_s/8:.5f} Ha")

# Fock fraction that removes the frozen curvature of 6s
a_star = 1 + kc_s / (J_s + kx_s)
c_star = numerical_curvature("6s", a_star, [(1-a_star, "PBE,"), (1.0, ",PBE")])
assert abs(c_star) < 1e-4
print(f"Fock fraction for zero frozen 6s curvature: {a_star:.4f}")

# Orbital relaxation lowers the curvature
for method in ("PBE,PBE", "HF"):
    if method == "HF":
        em, eps_m, _, dm_start = solve(method, 0.5, dm_ref)
    else:
        em, dm_start = e_mid, dm_ref
    ep, eps_p, cp, _ = solve(method, 0.5 + STEP, dm_start)
    en, eps_n, cn, _ = solve(method, 0.5 - STEP, dm_start)
    assert min(weight_of("s", cp[1][:, HOMO]), weight_of("s", cn[1][:, HOMO])) > 0.999
    relaxed = (ep - 2*em + en) / STEP**2
    from_levels = (eps_p - eps_n) / (2*STEP)
    assert abs(relaxed - from_levels) < 1e-3
    if method == "HF":
        assert relaxed < -1e-4
    else:
        assert relaxed < c_s
        assert energy(shifted("6s", STEP), 0, PBE) > ep
        assert energy(shifted("6s", -STEP), 0, PBE) > en
    label = "Hartree-Fock" if method == "HF" else "PBE"
    print(f"{label} relaxed 6s curvature: {relaxed:.5f} Ha = {relaxed*EV:.3f} eV")
    print(f"{label} same from orbital energies: {from_levels:.5f} Ha")


# Hydrogenic 1s density: local exchange can give negative curvature
def density(r):
    return np.exp(-2*r) / np.pi


def enclosed(r):
    return 1 - np.exp(-2*r) * (1 + 2*r + 2*r*r)


def radial(function):
    return quad(function, 0, 40, epsabs=1e-13, epsrel=1e-12, limit=200)[0]


hartree = radial(lambda r: 4*np.pi*r*density(r)*enclosed(r))


def one_site(f):
    exchange = -CX * radial(lambda r: 4*np.pi*r*r*(f*density(r))**(4/3))
    return f*f*hartree + exchange


J_h = 2*hartree
K_h = -(4*CX/9) * radial(lambda r: 4*np.pi*r*r*density(r)**(4/3))
f_zero = (-K_h / J_h) ** 1.5
low, high = [second_difference(one_site, f, 0.05*f) for f in (0.5*f_zero, 1.0)]
assert abs(J_h - 5/8) < 1e-9
assert low < 0 < high and abs(high - (J_h + K_h)) < 1e-5
assert abs(second_difference(one_site, f_zero, 0.05*f_zero)) < 1e-4
sites = int(np.floor(1/f_zero)) + 1
c_many = second_difference(lambda f: sites*one_site(f/sites), 1.0)
c_fewer = second_difference(lambda f: (sites-1)*one_site(f/(sites-1)), 1.0)
assert c_many < 0 < c_fewer
print(f"1s density: J {J_h:.5f} Ha; local-exchange kernel at f=1 {K_h:.5f} Ha")
print(f"1s curvature at f=1: {high:.5f} Ha; sign change at f = {f_zero:.5f}")
print(f"1s curvature at f={0.5*f_zero:.5f}: {low:.5f} Ha")
print(f"fewest distant sites with negative curvature at f=1: {sites}")
print(f"curvature for {sites} sites: {c_many:.6f} Ha; for {sites-1}: {c_fewer:.6f} Ha")
print("done: every assertion held")
```

It prints:

```
Hg, PBE orbitals, spin-down 6s occupation 0.5
basis functions: 43; valence electrons: 19.500
6s orbital energy: -0.38280 Ha; energy slope: -0.38280 Ha
6s self-Coulomb J: 0.34672 Ha
6s PBE kernel: exchange -0.03203, correlation -0.00217 Ha
6s PBE curvature: kernel 0.31251, differences 0.31251 Ha
6s PBE curvature: 8.504 eV
6s local-exchange curvature: 0.30980, differences 0.30980 Ha
6s PBE0 curvature: 0.23384, differences 0.23384 Ha
6s Fock curvature from differences: 1.9e-12 Ha (magnitude)
5d self-Coulomb J: 0.65488 Ha
5d PBE kernel: exchange -0.06751, correlation 0.00483 Ha
5d PBE curvature: kernel 0.59220, differences 0.59220 Ha
5d PBE curvature: 16.115 eV
5d local-exchange curvature: 0.59669, differences 0.59669 Ha
5d PBE0 curvature: 0.44536, differences 0.44536 Ha
5d Fock curvature from differences: 3.6e-11 Ha (magnitude)
6s local-exchange kernel: -0.03691 Ha; bound on magnitude: 0.10892 Ha
6s-5d Coulomb: 0.41424 Ha; exchange: 0.01908 Ha
6s-5d mixed Fock derivative from differences: 0.39515 Ha
PBE midpoint minus chord: -0.03905 Ha; from curvature: -0.03905 Ha
constant-curvature estimate -C/8: -0.03906 Ha
Fock fraction for zero frozen 6s curvature: 0.9931
PBE relaxed 6s curvature: 0.27424 Ha = 7.462 eV
PBE same from orbital energies: 0.27424 Ha
Hartree-Fock relaxed 6s curvature: -0.02650 Ha = -0.721 eV
Hartree-Fock same from orbital energies: -0.02650 Ha
1s density: J 0.62500 Ha; local-exchange kernel at f=1 -0.11913 Ha
1s curvature at f=1: 0.50587 Ha; sign change at f = 0.08321
1s curvature at f=0.04161: -0.36712 Ha
fewest distant sites with negative curvature at f=1: 13
curvature for 13 sites: -0.002587 Ha; for 12: 0.000050 Ha
done: every assertion held
```
